Constraint counting with singly coordinated atoms in three-dimensional networks, part 1

(Sections cited here and not found follow in the second part.)

## First half: freedoms, constraints and terminal atoms

A covalent glass resists deformation through stiff bonds and stiff bond angles. Much weaker forces, such as torsions and contacts between non-bonded atoms, act on what is left. If the stiff forces do not fix every atom, some vibrations have zero frequency until the weak forces are restored. These are called floppy modes. Hydrogen matters here because dielectric films of low permittivity often contain many atoms with a single bond.

Consider N atoms in three dimensions, joined into one connected network. Atom i has rᵢ ≥ 1 bonds. The mean of rᵢ is ⟨r⟩, N₁ atoms have one bond, and f₁ = N₁/N. All bond lengths and all angles between bonds at a common atom are held by springs that are unstressed at rest. Torsions and non-bonded forces are omitted. Coordination numbers and balances are dimensionless.

**(a) Relate the number of zero-frequency modes to the number of constraints.**

Collect the 3N small displacements in a vector u. To first order, the change of constrained quantity α is

e_α = Σⱼ J_αj uⱼ.

The matrix J has C rows, one for each constraint in the chosen list, and 3N columns. With positive spring constants k_α, the energy to second order is

V = ½ Σ_α k_α e_α² = ½ uᵀJᵀKJu,

where K is the diagonal matrix of the k_α. Let M be the diagonal matrix of masses. Newton's equation is

M ü = −JᵀKJu.

Put w = M^(1/2)u and A = K^(1/2)JM^(−1/2). Multiplying Newton's equation from the left by M^(−1/2) gives

ẅ = −AᵀAw.

A normal mode therefore satisfies AᵀAw = ω²w. If ω = 0, multiplication from the left by wᵀ gives |Aw|² = 0, hence Aw = 0. Since K^(1/2) is invertible, this means Ju = 0. Conversely, Ju = 0 gives zero frequency. The number Z of zero modes is thus the dimension of the null space of J:

Z = 3N − rank J.

It does not depend on the masses or on the positive stiffnesses, although the nonzero frequencies do.

The C rows of J may be linearly dependent. Let S be the number of independent linear relations among them, that is, the number of redundant constraints. Then rank J = C − S, and

Z − S = 3N − C ≡ F.

The balance F can be found by counting. Finding Z also requires S. Because S ≥ 0, F is a lower bound on Z. A free cluster that does not lie on one line also has three translations and three rotations, so Z ≥ 6. A negative F does not mean a negative number of modes. It means that at least −F constraints are redundant, and for a free cluster at least 6 − F.

**(b) How many independent constraints belong to an atom with r bonds?**

Each bond supplies one length constraint and is shared by two atoms, so the bonds contribute r/2 per atom.

For the angles, describe the bonds at the atom by unit vectors n₁, …, nᵣ. There are r(r − 1)/2 angles, but for larger r they are not all independent. Take first r ≥ 2 and let n₁ and n₂ not be collinear. One angle fixes their relative orientation. For each further vector nₛ, hold its angles with n₁ and n₂. In a frame where n₁ and n₂ are at rest, a small change δnₛ obeys

n₁·δnₛ = 0,  n₂·δnₛ = 0,  nₛ·δnₛ = 0.

The last equation preserves the unit length. If nₛ lies outside the plane of n₁ and n₂, the three vectors are linearly independent and δnₛ = 0. Two angles are therefore both necessary and sufficient for each further direction. The number of independent angular constraints is

1 + 2(r − 2) = 2r − 3,  r ≥ 2.

All other angles at the atom follow to first order. The same number results from the 2r freedoms of r directions minus the three rotations that leave all angles unchanged.

The geometry has to be generic in this sense. At a straight twofold site the cosine of the angle is stationary, so a constraint on the cosine vanishes to first order, while a spring on the angle itself resists bending in both transverse directions and acts as two constraints instead of one. At a planar threefold site, a δn₃ normal to the plane satisfies all three equations above, so one out-of-plane motion is missed. Such sites need their bending stiffness counted separately and are excluded here.

For r = 1 there is no pair of bonds and no angle. The number of angular constraints is zero, whereas 2r − 3 would give −1. The reason is geometrical: one direction has two freedoms, and a rotation about that direction does not move it. Only two of the three rotations act on it, so the subtraction is 2 − 2 = 0 and not 2 − 3.

A numerical test differentiated actual lengths and angles around a central atom in random geometry. For r = 1, 2, 3, 4 and 5 it found 0, 1, 3, 5 and 7 independent angular constraints, in agreement with this count.

**(c) Sum the constraints and find the mean coordination at which F vanishes.**

For an atom with r ≥ 2 the number of constraints is

r/2 + 2r − 3 = 5r/2 − 3.

For an atom with r = 1 it is 1/2. The expression 5r/2 − 3 would give −1/2 there, so each such atom requires a correction of

1/2 − (−1/2) = 1.

Summing over all atoms, with Σᵢ rᵢ = N⟨r⟩, gives

C = Σᵢ (5rᵢ/2 − 3) + N₁ = (5/2)N⟨r⟩ − 3N + N₁.

Subtraction from 3N gives

F = 6N − (5/2)N⟨r⟩ − N₁,

F/N = 6 − (5/2)⟨r⟩ − f₁.

The isostatic condition is F = 0 for a large network, where six rigid motions are negligible compared with N. Then

(5/2)⟨r⟩c = 6 − f₁,

⟨r⟩c = (2/5)(6 − f₁) = 2.4 − 0.4f₁.

Above this value, at the given f₁, constraints outnumber freedoms. Below it, freedoms outnumber constraints and floppy modes must exist. For f₁ = 0 the threshold is 2.4.

The threshold is a line in the plane of f₁ and ⟨r⟩. Adding hydrogen to a network generally changes both coordinates, so a lower threshold alone does not show that added hydrogen makes a network more rigid.

The available coordinations also limit the line. If no atom has more than four bonds, then ⟨r⟩ ≤ f₁ + 4(1 − f₁) = 4 − 3f₁. The threshold can be reached if

4 − 3f₁ ≥ 2.4 − 0.4f₁,

which gives 1.6 ≥ 2.6f₁, or f₁ ≤ 8/13. For a larger fraction of terminal atoms, F is positive whatever the arrangement.

The equation F = 0 is a balance over the whole network, and using it as the onset of rigidity is a mean-field step. One region may have 20 missing constraints while another has 20 excess ones. The total is zero, but the excess constraints cannot hold the distant floppy region.

**(d) Check the formula on a tree, a connected network without rings.**

Let the tree have N ≥ 3 atoms. It has N − 1 bonds, and each bond contributes to the coordination of two atoms:

Σᵢ rᵢ = 2(N − 1).

The formula of part (c) becomes

F = 6N − 5(N − 1) − N₁ = N + 5 − N₁.

The zero modes can also be counted by construction. Start from one atom with r ≥ 2 bonds and its r neighbours. These r + 1 atoms have 3(r + 1) coordinates and r + (2r − 3) constraints, which leaves

3r + 3 − (3r − 3) = 6

rigid motions. Now go outwards to another non-terminal atom. It and the neighbour from which it was reached are already placed. Its other r − 1 neighbours bring 3(r − 1) coordinates, r − 1 lengths and 2r − 3 angles. The remainder is

3(r − 1) − (r − 1) − (2r − 3) = 1.

This is the rotation of the new group about the bond by which it was reached. The non-terminal atoms number N − N₁, and all except the first contribute one such torsion. Hence

Z = 6 + (N − N₁ − 1) = N + 5 − N₁.

Thus Z = F and S = 0 for a generic tree. One random tree of 40 atoms had 19 bonds between non-terminal atoms, so 20 atoms were non-terminal and N₁ = 20. The formula gives 40 + 5 − 20 = 25, and the rank calculation found 25 zero modes. Without the correction for terminal atoms, the count would be 45.

**(e) Remove every terminal atom once. What happens to F and to the threshold?**

Assume that no two terminal atoms are bonded to each other and that no host loses all its bonds. This excludes free molecules such as H₂, H₂O and CH₄. Primes denote the stripped network. Each removed atom takes away one bond, which lowers the sum of coordinations by two:

N′ = N − N₁,  Σr′ = Σr − 2N₁.

Let N₁′ be the number of remaining atoms that now have one bond. Applying the formula of part (c) to the stripped network gives

F′ = 6(N − N₁) − (5/2)(Σr − 2N₁) − N₁′

  = 6N − (5/2)Σr − 6N₁ + 5N₁ − N₁′

  = F − N₁′.

Therefore

F = F′ + N₁′.

The zero modes obey the same relation. If a host keeps at least two bonds, a terminal atom on it has three coordinates, fixed by one length and two angles to the retained bonds. It adds no mode. If the host keeps one bond, its terminal atoms can turn together about that bond, which adds one mode per host. Thus Z = Z′ + N₁′, and subtraction gives S = S′. Stripping does not change the number of redundant constraints.

When N₁′ = 0, the mean coordination after stripping is

⟨r⟩′ = (⟨r⟩ − 2f₁)/(1 − f₁).

Inserting the threshold gives

⟨r⟩′ = (2.4 − 0.4f₁ − 2f₁)/(1 − f₁) = 2.4(1 − f₁)/(1 − f₁) = 2.4.

The lowered threshold of the full network and the value 2.4 for its skeleton are then the same condition. The hydrogen atoms are neutral passengers: each brings three freedoms and three constraints.

**(f) Where should the onset lie in a free cluster, and does an explicit network show it there?**

A free cluster keeps six rigid motions. If it has neither internal floppy modes nor redundant constraints, then F = Z = 6. Dividing F = 6 by N gives

6 − (5/2)⟨r⟩ − f₁ = 6/N,

⟨r⟩ = 2.4 − 0.4f₁ − 2.4/N.

The last term disappears for a large network.

For a test with rings, take 14 threefold nodes joined by 21 links, with one twofold atom on every link. There are 35 atoms, and the sum of coordinations is 14·3 + 21·2 = 84. Thus

F = 6·35 − (5/2)·84 = 0.

The computed Z is 6, so S = 6. Insert further twofold atoms, each on a different link. Each changes F by 6 − (5/2)·2 = +1. Six insertions bring F to 6, and in this evenly connected network they use up the six redundancies. The seventh produces the first internal floppy mode.

The last rigid cluster has 41 atoms and ⟨r⟩ = 96/41 = 2.3415. The formula gives 2.4 − 2.4/41 = 2.3415.

The calculation was repeated with terminal atoms. One on each node gives N = 55 and f₁ = 0.2545 at the onset. The last rigid mean is 2.2545, and the formula gives 2.4 − 0.4·(14/55) − 2.4/55 = 2.2545. Adding two on every twofold atom as well gives N = 109 and f₁ = 0.6239, with a last rigid mean of 2.1284. The bulk formula gives 2.1505, and the size correction 2.4/109 = 0.0220 accounts for the difference when the values are not rounded first.

This f₁ slightly exceeds 8/13 = 0.6154. There is no conflict with part (c), because the finite cluster has F = 6 and not F = 0.

These networks had random atomic positions, chosen to represent generic geometry. They test the counting and the location of the onset in evenly connected clusters. They do not show that every disordered network becomes rigid at the mean-field threshold.

## Second half: rotating side groups and an organosilicate film

The second half uses these symbols and results. A network has N atoms with mean coordination ⟨r⟩ and a fraction f₁ of singly bonded atoms. Z is the number of zero modes, S the number of redundant constraints, and F = Z − S the balance of freedoms minus constraints. With all lengths and angles held in generic geometry,

F = 6N − (5/2)N⟨r⟩ − N₁,  ⟨r⟩c = 2.4 − 0.4f₁.

Removing all terminal atoms changes the balance from F to F′ = F − N₁′, where N₁′ is the number of hosts left with one bond. A free cluster has six rigid motions, which shift an onset without redundancy by −2.4/N.

**(g) Methyl and hydroxyl groups can rotate. At what mean coordination is the backbone balanced?**

Remove the three hydrogen atoms of a methyl group. Its carbon atom is left with one bond and contributes one to N₁′. The same holds for the oxygen atom of a hydroxyl group after its hydrogen atom is removed. Call these atoms rotor hosts, let their number be N_t, and put f_t = N_t/N.

The first stripping gives F′ = F − N_t. A second stripping removes the rotor hosts. If every backbone atom then keeps at least two bonds, no new terminal atom appears and the balance does not change again. The backbone balance is therefore

F_b = F − N_t = 6N − (5/2)N⟨r⟩ − N₁ − N_t.

Setting F_b = 0 and dividing by N gives

⟨r⟩_b = 2.4 − 0.4(f₁ + f_t).

For longer side chains, stripping has to be repeated. Each stage subtracts the number of atoms that have newly become terminal.

The whole network and its backbone thus have different thresholds if rotors are present. When F = 0, the free torsions of the side groups are cancelled in the sum by an equal number of excess constraints in the backbone. The rotors are real zero modes of the model, but they do not soften the backbone. For the backbone, F_b is the relevant balance, and it is still a mean-field count.

The ring network of part (f) provides a test. One methyl group was attached to each of its 14 nodes. At the last rigid backbone, N = 41 + 14·4 = 97. The fractions are f₁ = 42/97 = 0.4330 and f_t = 14/97 = 0.1443. The bulk backbone threshold is

2.4 − 0.4(0.4330 + 0.1443) = 2.1691.

The size correction is −2.4/97 = −0.0247, which gives 2.1443 before intermediate rounding. The calculation found the last rigid backbone at ⟨r⟩ = 2.1443. "Rigid" here means that the zero modes were the six rigid motions and the 14 methyl torsions.

Counting constraints has given the balance and threshold of a covalent network with terminal atoms, and a separate balance and threshold for its backbone when side groups can rotate. It remains to apply these counts to an organosilicate film and to examine how soft oxygen angles, silanol defects and real methyl torsions affect the result.
